# Boundary-limited phonon mean free path with planar diffuse grain boundaries

## Problem

A crystal is divided by a long stack of identical planar boundaries with spacing $d$. Heat flows along $x$, normal to the boundaries. The phonons are gray: they share one group speed $v$, one heat capacity per volume $C$ and one intrinsic mean free path $\Lambda_0$. A phonon that meets a boundary is transmitted with probability $t$ and reflected with probability $1-t$, where $0<t<1$. In both cases it keeps its energy and leaves in a random direction, distributed by the cosine law (isotropic intensity over the outgoing half-space). The phonons are incoherent, and the temperature differences are small enough for linear response.

(a) With scattering inside the grains neglected, find the mean free path $\Lambda_b$ that reproduces the conductivity of the stack through $k_b=Cv\Lambda_b/3$.

(b) Find how $\Lambda_b$ combines with $\Lambda_0$ when scattering inside the grains is restored.

(c) Evaluate both for $C=0.90$ MJ/(m³K), $v=1800$ m/s, $\Lambda_0=250$ nm, $d=50$ nm and $t=0.6$. These are round numbers in the rough regime of nanocrystalline silicon near room temperature.

## First estimate by scaling

A mean free path measures how far a phonon travels before it forgets which way it was going. In ballistic grains a phonon keeps its sense of motion along $x$ until a boundary reflects it. The probability that it passes $m$ boundaries and is reflected at the next is $t^m(1-t)$, so the mean number passed is

$$\sum_{m=0}^{\infty} m\,t^m(1-t)=(1-t)\,\frac{t}{(1-t)^2}=\frac{t}{1-t}.$$

Each passage carries the phonon forward by about $d$, which suggests

$$\Lambda_b\sim \frac{dt}{1-t}.$$

For the given numbers this is $50\times0.6/0.4=75$ nm. The argument cannot fix the numerical factor, because it ignores the oblique directions of flight and the factor $1/3$ in the definition of $\Lambda_b$.

## Solution for ballistic grains

**Flux, energy and temperature.** Let $w$ be the energy per volume and per solid angle, measured from a reference equilibrium, and let $\mu$ be the cosine of the angle to the $x$ axis. If $w$ is uniform over one half-space of directions, the energy density and the flux carried by that half are

$$u_{\rm half}=2\pi\int_0^1 w\,d\mu=2\pi w,\qquad J=2\pi\int_0^1 v\mu\,w\,d\mu=\pi v w .$$

Hence $u_{\rm half}=2J/v$. Let $J^+_n$ and $J^-_n$ be the magnitudes of the forward and backward fluxes in grain $n$. Phonons leave each boundary with isotropic intensity, and in steady state the intensity is constant along a ray without scattering. Both halves are therefore uniform throughout the grain, and

$$u_n=\frac{2}{v}\,(J^+_n+J^-_n),\qquad q=J^+_n-J^-_n .$$

The net flux $q$ is the same in every grain, since energy is conserved. Temperature is defined by the local energy density, $u_n=CT_n$, with $T_n$ measured from the reference. It is uniform within a ballistic grain and changes at the boundaries.

**Balance at one boundary.** The forward flux leaving the boundary between grains $n$ and $n+1$ consists of what is transmitted from the left and what is reflected on the right. The backward flux is built in the same way:

$$J^+_{n+1}=tJ^+_n+(1-t)J^-_{n+1},$$

$$J^-_n=tJ^-_{n+1}+(1-t)J^+_n .$$

If the transmission depends on angle, $t$ here means the flux average $\int_0^1 2\mu\,t(\mu)\,d\mu$, because the incident intensity is isotropic and arrives with weight $2\mu$.

Subtract $J^-_{n+1}$ from both sides of the first equation:

$$q=J^+_{n+1}-J^-_{n+1}=t\,(J^+_n-J^-_{n+1}).$$

The difference between the two incident fluxes is thus $q/t$. Now write $J^+_{n+1}=J^-_{n+1}+q$ in the drop of the forward flux:

$$J^+_n-J^+_{n+1}=(J^+_n-J^-_{n+1})-q=\frac{q}{t}-q=\frac{1-t}{t}\,q .$$

Since $J^-_n=J^+_n-q$ in every grain, the backward flux falls by the same amount.

**Resistance and mean free path.** The temperature drop per boundary, $\Delta T=T_n-T_{n+1}$, follows from the energy densities:

$$C\,\Delta T=\frac{2}{v}\left[2\,\frac{1-t}{t}\,q\right]=\frac{4(1-t)}{vt}\,q .$$

The resistance of one boundary per unit area is therefore

$$R=\frac{\Delta T}{q}=\frac{4(1-t)}{Cvt}.$$

The mean gradient has magnitude $\Delta T/d$, so

$$k_b=\frac{q\,d}{\Delta T}=\frac{d}{R}=\frac{Cvdt}{4(1-t)} .$$

Setting this equal to $Cv\Lambda_b/3$ gives

$$\boxed{\Lambda_b=\frac{3dt}{4(1-t)}}$$

**Which temperature.** If one assigned temperatures to the two incident fluxes through $J=CvT/4$, their difference $q/t$ would give a resistance $4/(Cvt)$. It stays finite at $t=1$, where the boundary turns nothing back. It compares forward phonons on one side with backward phonons on the other, and these differ even inside a single grain that carries heat. The conductivity of a long stack needs the change of the same quantity from one period to the next, which is the $\Delta T$ used above.

**Limits.** For $t\to0$, $\Lambda_b\to3dt/4$: rare transmission controls the heat flow. For $t\to1$, $\Lambda_b$ diverges although the boundaries still randomize directions. They do so within the forward half-space and send nothing back, so the forward flux is not reduced. Once scattering inside the grains is restored, the path stays finite at $t=1$. It lies somewhat below $\Lambda_0$, because the diffuse redirection still adds the remainder $\delta$ derived below: for $d/\Lambda_0=0.2$ the path is about $0.84\,\Lambda_0$.

## The same result from diffusion

A phonon performs successive crossings of grains, each with displacement $s_id$ and $s_i=\pm1$. The sign is kept with probability $t$ and reversed with probability $1-t$, so neighbouring signs have the correlation $c=t-(1-t)=2t-1$, and signs $m$ crossings apart have $c^m$. For a large number $N$ of crossings,

$$\frac{\langle X^2\rangle}{Nd^2}\to1+2\sum_{m=1}^{\infty}c^m=\frac{1+c}{1-c}=\frac{t}{1-t}.$$

A crossing at cosine $\mu$ takes the time $d/(v\mu)$. The cosine law gives $\mu$ the probability density $2\mu$, so the mean crossing time is

$$\int_0^1 2\mu\,\frac{d}{v\mu}\,d\mu=\frac{2d}{v}.$$

The diffusion coefficient is half the mean square displacement per unit time:

$$D=\frac{1}{2}\,\frac{d^2\,t/(1-t)}{2d/v}=\frac{vdt}{4(1-t)} .$$

With $k=CD$ this is the same $k_b$, and $\Lambda_b=3D/v$ is the same path.

Simulated flights of 20,000 phonons at $t=0.6$ gave $\Lambda_b/d=1.120$, against 1.125 from the formula, with a statistical noise of about one percent. A transmission $t(\mu)=0.9\mu$, whose flux average is also 0.6, gave 1.120 too. This supports the claim that the flux average is what matters at diffuse boundaries.

## Scattering inside the grains

Let the intrinsic scattering be isotropic and conserve energy, and let $t$ now be independent of angle, since the flux reaching a boundary is no longer isotropic. $J^+_n$ and $J^-_n$ now denote the fluxes leaving the left and right boundaries of grain $n$ into that grain. Let $Q$ be the fraction of a diffuse flux that crosses the grain; the fraction $1-Q$ returns. The fluxes arriving at the right and left boundaries are

$$I^+_n=QJ^+_n+(1-Q)J^-_n,\qquad I^-_n=QJ^-_n+(1-Q)J^+_n .$$

The net flux at either end is

$$q=J^+_n-I^-_n=I^+_n-J^-_n=Q\,(J^+_n-J^-_n).$$

This gives $J^-_n=J^+_n-q/Q$, and hence $I^+_n=J^+_n-q/Q+q$. In the next grain, $I^-_{n+1}=J^+_{n+1}-q$. Insert both into the boundary balance $J^+_{n+1}=tI^+_n+(1-t)I^-_{n+1}$ and collect $J^+_{n+1}$ on the left:

$$tJ^+_{n+1}=t\left(J^+_n-\frac{q}{Q}+q\right)-(1-t)q .$$

Division by $t$ yields the drop per period,

$$J^+_n-J^+_{n+1}=q\left[\left(\frac1Q-1\right)+\frac{1-t}{t}\right].$$

In a long periodic stack all intensities fall by the same isotropic amount from one period to the next, so again $C\Delta T=4(J^+_n-J^+_{n+1})/v$. The effective path $\Lambda=3qd/(Cv\Delta T)$ is therefore $3d/4$ divided by the square bracket.

For a uniform bulk medium, $q=-(v\Lambda_0/3)\,du/dx$. With $u=4J/v$, a thickness $d$ lowers $J$ by $3qd/(4\Lambda_0)$. Separating this bulk term defines a remainder $\delta$:

$$\frac1Q-1=\frac{3d}{4\Lambda_0}+\delta,\qquad \frac1\Lambda=\frac1{\Lambda_0}+\frac1{\Lambda_b}+\frac{4\delta}{3d}.$$

The usual sum of inverse paths (Matthiessen's rule) omits $\delta$. The remainder exists because the intensity near a diffuse boundary does not have the angular form of bulk conduction. Solving the transport problem of the slab gives $\delta=0.017$, 0.028, 0.057 and 0.066 for $d/\Lambda_0=0.1$, 0.2, 1 and 5. Over this range the omitted term is small compared with the bracket, unless $t$ is close to one and the grain is thin.

## Numbers

The boundary resistance is

$$R=\frac{4\times0.4}{(0.90\times10^6)(1800)(0.6)}=1.65\times10^{-9}\ \text{m}^2\text{K/W},$$

and the boundary-limited path is

$$\Lambda_b=\frac{3\times50\times0.6}{4\times0.4}=56.25\ \text{nm}.$$

With $Cv/3=5.4\times10^8$ W/(m²K), this path gives $k_b=30.4$ W/(m K), while $\Lambda_0$ alone gives 135 W/(m K).

For $d/\Lambda_0=0.2$ the bracket is $0.150+0.0276+0.667=0.844$. Hence $\Lambda=37.5/0.844=44.4$ nm and $k=24.0$ W/(m K). The sum of inverse paths gives 45.9 nm and 24.8 W/(m K), which is 3.4% above the full solution of the model.

## Comparison of the estimate with the solution

The scaling estimate has the correct dependence on $d$ and $t$, and exceeds the solution by the factor $4/3$ for every $t$: 75 nm against 56.25 nm. The factor comes from translating a boundary into an equivalent bulk medium. Bulk conduction contains the average $\langle\mu^2\rangle=1/3$, and a one-sided flux contains the factor $1/4$ in $J=vu/4$. Their ratio makes a bulk layer one mean free path thick lower $J$ by $3q/4$, whereas a boundary lowers it by $q(1-t)/t$. A boundary thus counts as $4(1-t)/(3t)$ mean free paths of bulk material, not as $(1-t)/t$.

## What the model leaves out

**Side walls.** Real grains are closed on all sides. A phonon emitted diffusely from a side wall moves toward $+x$ or $-x$ with equal probability, whether it was transmitted or reflected, so side walls destroy the sense of motion even at high $t$. For ballistic cubic grains with the same $d$ and $t$, simulated flights give 24.6 nm, or 0.44 of the planar result. At $t=0.6$ side walls thus shorten the path by a factor of about 2.3. The factor grows with $t$, because the planar path diverges as $t\to1$ while the path in cubic grains stays finite.

**Specular boundaries.** If a boundary preserves $|\mu|$, the boundary balance holds separately for each $|\mu|$. In a long stack between isotropically emitting contacts, every direction has the same intensity drop per period, so the factor $t/(1-t)$ must be averaged in place of $t$:

$$\Lambda_b=\frac{3d}{4}\int_0^1 2\mu\,\frac{t(\mu)}{1-t(\mu)}\,d\mu .$$

For constant $t$ this equals the diffuse result. For $t=0.9\mu$ it gives 92.4 nm instead of 56.25 nm at the same flux average. The increase arises because $t/(1-t)$ is a convex function of $t$, so directions with high transmission gain more than the others lose.

**Spectrum.** Take classical modes of constant speed with weight $3y^2$, where $y$ is the frequency divided by its maximum. Let the intrinsic path be $\Lambda_0/(3y^2)$, whose average is $\Lambda_0$. With constant $t$, adding inverse paths mode by mode gives 40.7 nm, compared with the gray 45.9 nm. If also $t=1/(1+0.917y)$, which keeps the weighted mean at 0.6, the result is 46.6 nm. The two changes nearly cancel for these inputs; no general rule follows. Dispersion can matter more. Let $y$ now be the wavenumber divided by its maximum, with the same weight $3y^2$, a speed proportional to $\cos(\pi y/2)$ and an intrinsic scattering rate proportional to $\sin^2(\pi y/2)$. With the mean speed and the bulk conductivity held at 1800 m/s and 135 W/(m K), and constant $t$, adding inverse paths mode by mode gives 19.1 W/(m K), compared with the gray 24.8 W/(m K).

**Contacts.** Consider a ballistic film with $N$ boundaries between black contacts, that is, contacts that absorb all arriving phonons. The forward flux falls by $Nq(1-t)/t$ across the film, and it exceeds the backward flux by $q$ in the last grain. The difference between the two emitted fluxes is therefore $q[1+N(1-t)/t]$. For $N=20$ the bracket is 14.3, and the contact term 1 is 7.0% of the film's resistance.

**Temperature and waves.** If $\Lambda_0$ varies as $1/T$ while $C$, $v$ and $t$ are held fixed, heating from 300 K to 600 K lowers the sum-rule path from 45.9 to 38.8 nm. At 300 K a rough sound speed of 6000 m/s gives a thermal wavelength of 0.96 nm, about 2% of $d$. Modest irregularity of the spacing then makes the phases between boundaries random. Random phases alone do not justify adding probabilities, however: at smooth planar boundaries, waves reflected many times still interfere, and a long irregular stack can transmit much less than the incoherent sum predicts. Incoherence therefore remains an assumption of the model. On cooling the wavelength grows, and both the incoherent and the diffuse assumptions become weaker.

## Beside real nanocrystalline silicon

Bulk silicon conducts roughly 150 W/(m K) at room temperature, close to the model's 135 W/(m K). The speed of 1800 m/s is an effective value for the heat-carrying acoustic modes, well below the sound speed, and $C$ leaves out the optical modes. The transmission $t$ is an assumed value, and the result is sensitive to it. Differentiating $\ln\Lambda_b$ gives $d\ln\Lambda_b/d\ln t=1/(1-t)=2.5$ at $t=0.6$, so a small relative error in $t$ is multiplied by 2.5 in $\Lambda_b$. In the full path $\Lambda$ the boundary term is only part of the bracket, and the factor is $2.5\times0.667/0.844\approx2.0$. Roughly equiaxed grains break the planar assumption: for cubes, the ballistic conductivity falls from 30 to about 13 W/(m K). The planar formula for $\Lambda_b$ applies to layered or lamellar structures with heat flow across the layers, provided that the boundaries scatter diffusely, the phonons are incoherent, one speed and one transmission represent the spectrum adequately, and $\Lambda_b$ is much shorter than $\Lambda_0$, that is, $d\ll 4(1-t)\Lambda_0/(3t)$. Thin layers alone do not ensure this when $t$ is close to one: for $d/\Lambda_0=0.05$ the full path is 0.93 of $\Lambda_b$ at $t=0.6$ but only 0.53 of it at $t=0.95$. When the condition fails, scattering inside the layers must be added: at $t=0.6$ the full path is 0.79 of $\Lambda_b$ for $d/\Lambda_0=0.2$ and only 0.45 of it for $d=\Lambda_0$. It should not be used unchanged to choose a grain size for equiaxed material. The main computed values are collected in the numerical output.

## Computed values

```
heat capacity C = 0.90 MJ/(m^3 K)
group speed v = 1800 m/s
intrinsic path L0 = 250 nm
boundary spacing d = 50 nm
transmission t = 0.60
t=0.1: L_b/d transport 0.0833, formula 0.0833
t=0.3: L_b/d transport 0.3214, formula 0.3214
t=0.6: L_b/d transport 1.1250, formula 1.1250
t=0.9: L_b/d transport 6.7500, formula 6.7500
random flights, constant t: L_b/d = 1.120
random flights, t = 0.9 cos(angle): L_b/d = 1.120
d/L0=0.1: delta = 0.0171
d/L0=0.2: delta = 0.0276
d/L0=1.0: delta = 0.0570
d/L0=5.0: delta = 0.0655
d/L0=1, t=0.6: L/d flights 0.509, transport 0.509
boundary resistance R = 1.646 m^2 K/GW
boundary-limited path L_b = 56.25 nm
bulk conductivity = 135.0 W/(m K)
boundary-limited conductivity = 30.37 W/(m K)
path from sum of inverse paths = 45.92 nm
path from full transport solution = 44.42 nm
conductivity from sum = 24.80 W/(m K)
conductivity from full solution = 23.99 W/(m K)
error of the sum = 3.4 %
cubic grains, ballistic: path = 24.6 nm
cubic / planar path = 0.44
specular, t = 0.9 cos(angle): path = 92.4 nm
same from random flights = 92.5 nm
spectral intrinsic path, constant t: L = 40.7 nm
slope g in t = 1/(1 + g y): 0.917
spectral path and t(y): L = 46.6 nm
film with 20 boundaries: inverse transmission 14.333
contact share of film resistance = 7.0 %
path at 600 K with L0 ~ 1/T: 38.8 nm
rough sound speed for wavelength = 6000 m/s
thermal wavelength h c/(k_B T) at 300 K = 0.96 nm
thermal wavelength / d = 0.019
```
